# Contact theorem for a uniformly doped semiconductor surface

A semiconductor fills the half-space \(x>0\), and its surface lies at \(x=0\). A gate beyond the surface bends the bands. The problem is to relate the surface field to the surface potential and to the carrier densities at the surface, without solving for the potential profile.

**Conventions and assumptions.** The potential \(\psi(x)\) is measured from the neutral bulk, so \(\psi\to0\) and \(\psi'\to0\) as \(x\to\infty\). The field is \(F=-\psi'\), positive when it points into the semiconductor. The subscript \(s\) denotes values just inside the surface and \(b\) denotes bulk values. The electron and hole densities are \(n\) and \(p\), the elementary charge is \(q>0\), and the permittivity \(\varepsilon\) is uniform. The dopants are fully ionized and smeared into a uniform charge density \(\rho_d=q(N_D-N_A)\), which is negative for acceptors. The system is in equilibrium, and the carriers obey Boltzmann statistics. Engineering units are used throughout.

## (a) How does each carrier gas respond to the potential?

**Find the carrier densities as functions of \(\psi\), and express their gradients as a force balance.**

In equilibrium the Fermi level is flat. A positive \(\psi\) lowers the energy of an electron by \(q\psi\) and raises that of a hole by the same amount. Boltzmann statistics then give

\[
n=n_b e^{q\psi/kT},\qquad p=p_b e^{-q\psi/kT}.
\]

Differentiating and multiplying by \(kT\),

\[
kT\,n'=qn\psi'=-qnF,\qquad kT\,p'=-qp\psi'=qpF. \tag{1}
\]

The pressure of a classical gas is \(kT\) times its density. Each equation therefore says that the pressure gradient equals the electric force per unit volume, \(-qnF\) on electrons and \(+qpF\) on holes.

## (b) What relation holds at the surface?

**Integrate Poisson's equation once, and obtain the surface field.**

Poisson's equation is

\[
\varepsilon\psi''=-(qp-qn+\rho_d).
\]

Multiply it by \(\psi'\). The left side becomes a derivative because \(\psi'\psi''=\tfrac12(\psi'^2)'\). On the right, (1) gives \(-qp\psi'=kTp'\) and \(qn\psi'=kTn'\). Since \(\rho_d\) is uniform, \(-\rho_d\psi'=(-\rho_d\psi)'\). Hence

\[
\frac{d}{dx}\left(\frac{\varepsilon F^2}{2}\right)
=\frac{d}{dx}\left[kT(n+p)-\rho_d\psi\right],
\]

so that

\[
kT(n+p)-\rho_d\psi-\frac{\varepsilon F^2}{2}
\]

has the same value at every depth. In the bulk, where \(F=\psi=0\), this value is \(kT(n_b+p_b)\). Equating it to the value at the surface gives the contact theorem:

\[
\boxed{\frac{\varepsilon F_s^2}{2}
=kT\left[(n_s+p_s)-(n_b+p_b)\right]-\rho_d\psi_s.} \tag{2}
\]

For acceptors alone, \(-\rho_d\psi_s=+qN_A\psi_s\). This term is positive when the surface is depleted. The bracket in (2) is a volume density at the surface, electrons plus holes, minus its bulk value. It is not the sheet density of the inversion layer.

The theorem gives \(|F_s|\). The sign of \(F_s\) is that of \(\psi_s\), since the potential decays monotonically into the bulk.

## (c) What forces are being balanced?

**Identify each term of (2) as a force per unit area.**

By Gauss's law the total charge density is \(\rho=\varepsilon F'\). The total electric force per area on the carriers and dopants is

\[
\int_0^\infty \rho F\,dx=\varepsilon\int_0^\infty F'F\,dx=-\frac{\varepsilon F_s^2}{2}.
\]

The minus sign means a pull towards the gate. Integrating (1) gives the shares of the two carrier gases,

\[
\int_0^\infty(-qnF)\,dx=-kT(n_s-n_b),\qquad
\int_0^\infty qpF\,dx=-kT(p_s-p_b),
\]

and, because \(\int_0^\infty F\,dx=\psi_s\), the dopants feel \(\rho_d\psi_s\). The sum of the three shares reproduces (2). The pull on the carriers is taken up by their excess pressure on the surface, while the pull on the dopants is taken up by the lattice that holds them.

## (d) What are the limits for a p-type semiconductor?

**Take \(\rho_d=-qN_A\), and examine small bending, depletion, threshold and inversion.**

*Small bending.* Let \(u=q\psi_s/kT\) with \(|u|\ll1\). To second order,

\[
n_s-n_b\simeq n_b\left(u+\tfrac12u^2\right),\qquad
p_s-p_b\simeq p_b\left(-u+\tfrac12u^2\right).
\]

With \(qN_A\psi_s=kT N_A u\), the linear terms of (2) add up to \(kT(n_b-p_b+N_A)u\), which vanishes by bulk neutrality. For \(n_b\ll p_b\simeq N_A\) there remains \(\varepsilon F_s^2/2\simeq kTN_Au^2/2\), or

\[
|F_s|\simeq\frac{|\psi_s|}{L_D},\qquad L_D=\sqrt{\frac{\varepsilon kT}{q^2N_A}} .
\]

This is linear screening over the Debye length \(L_D\).

*Depletion.* If \(\psi_s\gg kT/q\) but \(n_s\ll N_A\), both carriers are scarce at the surface. The bracket in (2) is then close to \(-p_b\simeq-N_A\), and

\[
F_s^2\simeq\frac{2qN_A}{\varepsilon}\left(\psi_s-\frac{kT}{q}\right). \tag{3}
\]

The subtraction of \(kT/q\) is the pressure of the missing holes.

*Threshold.* Define \(\phi_F=(kT/q)\ln(p_b/n_i)\), where \(n_i^2=n_bp_b\). At \(\psi_s=2\phi_F\) the exponential factor is \((p_b/n_i)^2=p_b/n_b\), so \(n_s=p_b\) and \(p_s=n_b\). The two densities have exchanged values, the bracket vanishes, and \(\varepsilon F_s^2/2=qN_A\psi_s\).

*Inversion.* Beyond threshold \(n_s\simeq N_Ae^{q(\psi_s-2\phi_F)/kT}\). The carrier term equals the dopant term when \(kT(n_s-N_A)=qN_A\psi_s\), that is, when

\[
\psi_s=2\phi_F+\frac{kT}{q}\ln\left(1+\frac{q\psi_s}{kT}\right). \tag{4}
\]

Above this potential the carrier term is the larger one and grows exponentially.

*Accumulation.* For \(\psi_s<0\) the dopant term is negative, and the excess hole pressure outweighs it.

## (e) What are the numbers for a silicon surface?

**Take \(N_A=10^{18}\ \mathrm{cm^{-3}}\), \(T=300\) K, \(n_i=10^{10}\ \mathrm{cm^{-3}}\), relative permittivity 11.7 and \(\psi_s=1.05\) V. Find the field and the sharing of charge and stress.**

These are rough typical values for the channel of a planar bulk transistor. They give \(kT/q=25.85\) mV, \(L_D=4.09\) nm, \(2\phi_F=0.952\) V and \(kTN_A=4.142\) kPa.

The surface electron density is \(4.357\times10^{19}\ \mathrm{cm^{-3}}\), or \(43.57N_A\). With \(n_b\) and \(p_s\) negligible, the two terms are

\[
kT(n_s-p_b)=(43.57-1)\times4.142=176.3\ \mathrm{kPa},
\]
\[
qN_A\psi_s=\frac{1.05}{0.02585}\times4.142=168.2\ \mathrm{kPa}.
\]

Their sum is 344.6 kPa, so

\[
F_s=\sqrt{\frac{2\times3.446\times10^5\ \mathrm{Pa}}{11.7\,\varepsilon_0}}
=8.16\times10^7\ \mathrm{V/m}=0.816\ \mathrm{MV/cm}.
\]

The terms are nearly equal because (4) puts the crossover at \(0.9524+0.02585\ln(41.6)=1.049\) V.

As a test, Poisson's equation was solved numerically as a boundary-value problem, without the first integral. The last column gives its surface field, which agrees with (2) to the digits shown.

| \(\psi_s\) (V) | carriers (kPa) | dopants (kPa) | \(\lvert F_s\rvert\) (MV/cm) |
|---|---|---|---|
| −0.100 | 194.1 | −16.0 | 0.5863 |
| 0.500 | −4.1 | 80.1 | 0.3830 |
| 0.952 | 0.0 | 152.6 | 0.5428 |
| 1.050 | 176.3 | 168.2 | 0.8156 |

At 0.500 V, equation (3) also gives 0.3830 MV/cm. Without the \(kT/q\) it would give 0.3933 MV/cm, which is 2.7% above the Poisson solution.

The total charge in the example is \(\varepsilon F_s=0.845\ \mathrm{\mu C/cm^2}\), of which electrons carry 0.265, or 31%. Yet the carrier term supplies 51% of the stress. Part (c) explains the difference: a charge contributes in proportion to the field where it sits. The mean field acting on the electrons is their force divided by their charge,

\[
\frac{kTn_s}{qN_{\rm inv}}
=\frac{1.805\times10^5\ \mathrm{Pa}}{2.65\times10^{-3}\ \mathrm{C/m^2}}
=0.68\ \mathrm{MV/cm},
\]

where \(N_{\rm inv}\) is the electron sheet density. For the remaining charge, dopants plus holes, the same division gives \(164.1\ \mathrm{kPa}/(0.580\ \mathrm{\mu C/cm^2})=0.28\) MV/cm. The electrons lie on average 0.43 nm from the surface in this classical model, while the depletion layer is about 37 nm deep.

## (f) What changes if the doping, ionization or statistics differ?

**Relax these three assumptions one at a time.**

*Nonuniform doping.* The step that used uniformity was \(-\rho_d\psi'=(-\rho_d\psi)'\). For acceptors \(N_A(x)\) that become uniform deep in the bulk, the dopant term is instead

\[
q\int_0^\infty N_A(x)F(x)\,dx .
\]

Suppose the doping is raised by 50% at the surface, with the increase falling off as a Gaussian \(e^{-(x/3L_D)^2}\). At \(\psi_s=1.05\) V, inserting the bulk doping in (2) gives a field 5.6% below the Poisson solution.

*Partial ionization.* Let \(a\) be the ratio of neutral to ionized acceptors in the bulk. This ratio is proportional to the hole density, so it becomes \(ae^{-q\psi/kT}\) where the bands bend. The dopant term is then an integral over potential. With \(v=q\psi/kT\) and \(u=q\psi_s/kT\),

\[
kTN_A\int_0^{u}\frac{dv}{1+ae^{-v}}
=kTN_A\int_0^{u}\frac{e^v\,dv}{e^v+a}
=kTN_A\ln\frac{e^{u}+a}{1+a}.
\]

An isolated acceptor level 45 meV above the valence band, with degeneracy 4 and a valence-band effective density of states of \(1.8\times10^{19}\ \mathrm{cm^{-3}}\), gives an ionized bulk fraction \(1/(1+a)=0.58\). With \(3.1\times10^{19}\ \mathrm{cm^{-3}}\), a value also in use, the fraction is 0.67, and the field and potential below move by 0.001 MV/cm and 4 mV. At this doping the isolated-level picture overstates the neutral fraction. Even so, at the same surface electron density the field falls only from 0.816 to 0.812 MV/cm, because the band bending removes the holes and so ionizes nearly all the acceptors in the depletion layer. The surface potential for that density is 1.036 V.

*Fermi statistics.* At fixed temperature the pressure \(P\) of a gas obeys \(dP=n\,d\mu\), where \(\mu\) is the chemical potential measured from the local band edge. A flat Fermi level gives \(d\mu=q\,d\psi\) for electrons, hence \(P'=qn\psi'\). This replaces (1), and \(kT(n_s-n_b)\) in (2) becomes \(P_s-P_b\).

The correction matters here, since the Boltzmann density exceeds the effective density of states, \(2.74\times10^{19}\ \mathrm{cm^{-3}}\). At the same \(\psi_s\), Fermi statistics lower \(n_s\) to \(2.98\times10^{19}\ \mathrm{cm^{-3}}\). The pressure is 1.19 times \(kTn_s\), and the field is 0.775 MV/cm, 5% below the Boltzmann value. The carrier share of the stress falls from 51% to 46%, and the crossover (4) moves to 1.055 V. The accumulation row of the table is degenerate too: its Boltzmann hole density, \(4.8\times10^{19}\ \mathrm{cm^{-3}}\), exceeds the valence-band effective density of states, and Fermi statistics lower that field by 10 to 15%.

## (g) What replaces the contact density at a quantum wall?

**Let the electrons occupy bound states that vanish at \(x=0\). Find the term that replaces \(kTn_s\).**

With a hard wall \(n_s=0\), yet the electrons still push on the surface. Take a real, normalized state \(\phi\) with mass \(m\) normal to the surface and potential energy \(V=-q\psi\):

\[
-\frac{\hbar^2}{2m}\phi''+(V-E)\phi=0 .
\]

Multiply by \(2\phi'\), and use \(2\phi'\phi''=(\phi'^2)'\) and \(2\phi\phi'=(\phi^2)'\):

\[
-\frac{\hbar^2}{2m}(\phi'^2)'+(V-E)(\phi^2)'=0 .
\]

Integrate from 0 to \(\infty\), the second term by parts. Its boundary terms vanish because \(\phi\) is zero at both ends, which leaves

\[
\frac{\hbar^2}{2m}\phi'(0)^2=\int_0^\infty V'\phi^2\,dx=\int_0^\infty qF\phi^2\,dx .
\]

The slope at the wall thus measures the mean force. Summing over subbands \(i\) with sheet densities \(N_i\) gives the total force on the electrons. For a self-consistent potential, with holes still classical and bulk electrons negligible,

\[
\frac{\varepsilon F_s^2}{2}
=\sum_iN_i\frac{\hbar^2}{2m_i}\phi_i'(0)^2+kT(p_s-p_b)+qN_A\psi_s .
\]

The size of the effect was estimated by solving for the levels in the fixed potential of the Fermi-statistics solution, with masses \(0.916m_0\) (two valleys) and \(0.19m_0\) (four valleys) normal to the surface, as for a (100) face. The wall stress and the mean force agree to about one part in \(10^4\).

The lowest level lies 126 meV above the surface band edge, nearly five times \(kT\). At fixed \(\psi_s\) the sheet density drops from \(1.39\times10^{12}\) to \(6.2\times10^{10}\ \mathrm{cm^{-2}}\), a factor of 22, and the mean depth grows from 0.47 to 1.6 nm. This is a first pass: with fewer electrons the well is shallower and its levels lower, and a self-consistent solution at the same \(\psi_s\) gives a factor of about 17. Letting the states leak into a 3.1 eV oxide barrier lowers it further, to about 13. The factor also depends on the face: on (110) and (111), where the normal masses are lighter, the same first pass gives about 45 and 50.

## (h) How does the model compare with a real transistor?

**Judge which assumptions matter for the example.**

Confinement is the largest of the effects sized here. If the levels kept their distance from the band edge and their filling stayed nearly classical, the lost charge would be restored by raising \(\psi_s\) by about \((kT/q)\ln22\simeq80\) mV. This is a low estimate: the restored electrons lie deeper than the classical ones, so the field stays high over a greater depth and the levels rise. With a hard wall, a self-consistent solution puts the shift near 100 mV on (100) and near 130 mV on (111). Even 130 mV, however, adds only about 21 kPa to the dopant term, and at 0.816 MV/cm on (100) the carrier share of the stress is 46% against the classical 51%. The classical theorem is therefore a fair guide to how stress is shared at a given field, but a poor one to the electron density at a given surface potential.

Temperature also moves the potential. At 85 °C, with the gap held at 1.12 eV, \(n_i\) rises to \(4.4\times10^{11}\ \mathrm{cm^{-3}}\), and the field of 0.816 MV/cm is reached at 1.016 V, 34 mV lower. In real silicon the gap narrows on heating, which raises \(n_i\) further and brings the shift to about 50 mV.

Without interface charge, continuity of \(\varepsilon F\) gives an oxide field of \((11.7/3.9)\times0.816=2.45\) MV/cm, against a rough breakdown field of 10 MV/cm. For a 2 nm oxide with a 3.1 eV barrier and a tunnelling mass of \(0.4m_0\), a semiclassical estimate gives a leakage current \(J\) of a few \(10^{-3}\ \mathrm{A/cm^2}\). The lost electrons must be replaced by a source held at the potential of the bulk, and they arrive along the channel. Over a length \(L\) fed from one end this costs a Fermi-level drop of about \(JL^2/(2q\mu_nN_{\rm inv})\). For a mobility \(\mu_n=200\ \mathrm{cm^2/Vs}\) this is of order \(10^{-9}\) V at 50 nm and a few \(10^{-5}\) V at 10 µm, so the Fermi level stays flat in a short channel; at 100 µm the drop reaches millivolts.

Smearing the dopants is less secure. Their mean spacing is 10 nm and the depletion depth 37 nm, so a column through the layer, one spacing wide, holds only about four dopants. Equation (2) is then at best an approximation for averages over a wide gate, and the local scatter in a small transistor is not estimated here. A thin, fully depleted channel has no neutral bulk at all. For uniform doping the constant of part (b) still holds there, but it must be evaluated at another plane, such as the midplane of a symmetric double-gate film, where \(F=0\).

The main values are in the numerical output below.

## Calculated quantities

```
T = 300 K, acceptors = 1.0e+18 cm^-3, n_i = 1.0e+10 cm^-3
relative permittivity: silicon 11.7, oxide 3.9; gap 1.12 eV
kT/q = 25.852 mV, Debye length = 4.088 nm
Fermi potential = 0.4762 V
stress kT*doping = 4.142 kPa
regime, psi_s V, carrier kPa, dopant kPa, F theorem, F Poisson MV/cm
accumulation  -0.1000   194.070   -16.022   0.58630   0.58630
depletion      0.5000    -4.142    80.109   0.38297   0.38297
threshold      0.9524     0.000   152.595   0.54277   0.54277
inversion      1.0500   176.338   168.229   0.81561   0.81561
depletion 0.50 V: F with kT/q correction = 0.38297 MV/cm
depletion 0.50 V: F without correction = 0.39327 MV/cm
equal carrier and dopant terms at psi_s = 1.0488 V
Example, inversion:
surface electron density = 4.357e+19 cm^-3
field stress eps*F^2/2 = 344.566 kPa
total charge = 0.8449 uC/cm2
electron charge = 0.2650 uC/cm2
electron sheet density = 1.654e+12 cm^-2
mean electron depth = 0.426 nm
stress spread over depth / field stress = 3.7e-10
graded doping (+50% at surface): uniform-formula F error = -5.64 %
Fermi statistics, same psi_s:
Nc = 2.738e+19 cm^-3, surface density = 2.982e+19 cm^-3
pressure/(kT n_s) = 1.1887
electron pressure = 146.813 kPa
surface field = 0.7747 MV/cm
sheet density = 1.388e+12 cm^-2, mean depth = 0.473 nm
Quantum first pass, fixed potential:
masses/m0: 0.916, 0.19; lowest levels = 125.8, 204.7 meV
sheet density = 6.247e+10 cm^-2, mean depth = 1.635 nm
wall stress = 5.539 kPa, wall stress/mean force = 0.99987
Partial ionization, same surface electron density:
acceptor level 45 meV, degeneracy 4, Nv 1.8e+19 cm^-3
bulk ionized fraction = 0.577, psi_s = 1.0358 V
surface field = 0.8123 MV/cm
At 358.15 K: n_i = 4.39e+11 cm^-3, same-field psi_s = 1.0156 V
oxide field = 2.447 MV/cm, rough breakdown = 10 MV/cm
oxide 2.0 nm, barrier 3.1 eV, mass 0.4 m0
tunnel transmission = 3.1e-10, current = 2.5e-03 A/cm2
Fermi-level drop = 8.6e-14 V at mobility 200 cm2/Vs
gap minus band bending = 0.070 eV
dopant spacing = 10.0 nm, depletion width = 36.8 nm
```
